**Heat conduction in a harmonic chain with self-consistent Langevin reservoirs**

The program tests the classical current J = kB K (TL − TR) / {2 m g [N − 1 + K/(m g²)]} and the conductivity κ = kB K a/(2 m g) of an unpinned chain with free ends. Here m is the mass, K the spring constant, a the spacing, g the momentum damping rate, N the number of sites, and TL and TR are the end reservoir temperatures. It solves Lyapunov equations for each reservoir separately and asserts that the full covariance, the linear temperature profile and the current agree with the derived solution at three damping rates. It also asserts the optimum damping, the short-chain limit, and the logarithmic resistance added by fixed walls. For the worked example, an independent frequency integral is asserted to reproduce the current and the temperature profile. The output gives κ = 3.02 × 10⁻¹⁹ W m/K for the model parameters, with half of the temperature drop at the contacts for 41 sites. Quantum noise lowers the conductivity by about 0.9% at 600 K.

## Program and output

```python
"""Harmonic chain with a self-consistent Langevin reservoir at every site.

Result under test (free ends, N sites, classical noise):
  J = kB K (TL - TR) / (2 m g (N - 1 + K/(m g^2))),
  linear kinetic temperature, conductivity kappa = kB K a / (2 m g).
m mass, K spring constant, a spacing, g momentum damping rate,
TL and TR temperatures of the end reservoirs, J heat current.
Interior reservoirs exchange no mean heat with the chain.
Fixed walls add a resistance that grows only as (4/pi) ln N, in units
of the bulk resistance per site, and leave kappa unchanged.
"""
import numpy as np
from scipy.linalg import solve_continuous_lyapunov
from scipy import constants as sc


def difference_matrix(n):
    """Stretches r = D x of a chain with free ends."""
    return np.eye(n, k=1)[:-1] - np.eye(n)[:-1]


def flux_formula(n, m, K, g, kB, drop):
    return kB * K * drop / (2 * m * g * (n - 1 + K / (m * g**2)))


def solve_chain(n, m, K, g, TL, TR, walls=False):
    """Self-consistent state from Lyapunov equations, with kB = 1.

    Returns reservoir temperatures, covariance, response matrix M
    (kinetic temperatures = M @ reservoir temperatures), and the
    heat current delivered by the left reservoir.
    The covariance holds stretches (free ends) or positions (walls)
    first, then velocities.
    """
    if walls:
        rate = np.eye(n)
        force = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    else:
        rate = difference_matrix(n)
        force = rate.T
    p = rate.shape[0]
    drift = np.block([[np.zeros((p, p)), rate],
                      [-(K / m) * force, -g * np.eye(n)]])
    responses = []
    for site in range(n):
        noise = np.zeros((p + n, p + n))
        noise[p + site, p + site] = 2 * g / m
        responses.append(solve_continuous_lyapunov(drift, -noise))
    responses = np.array(responses)
    M = m * np.array([np.diag(c)[p:] for c in responses]).T
    system = np.eye(n) - M
    system[0] = np.eye(n)[0]
    system[-1] = np.eye(n)[-1]
    rhs = np.zeros(n)
    rhs[0], rhs[-1] = TL, TR
    T = np.linalg.solve(system, rhs)
    covariance = np.tensordot(T, responses, axes=1)
    current = g * (T[0] - (M @ T)[0])
    return T, covariance, M, current


# Full covariance, profile and current, for weak to strong damping
n, m, K, TL, TR = 12, 1.7, 0.6, 2.0, 1.0
worst_cov = worst_flux = worst_row = 0.0
smallest_M = np.inf
for g in (0.15, 0.6, 3.0):
    T, cov, M, J = solve_chain(n, m, K, g, TL, TR)
    step = (TR - TL) / (n - 1 + K / (m * g**2))
    theta = TL + K * step / (2 * m * g**2) + step * np.arange(n)
    R = np.diag((theta[1:] + theta[:-1]) / (2 * K))
    W = (np.eye(n)[:-1] + np.eye(n, k=1)[:-1]) * step / (2 * m * g)
    predicted = np.block([[R, W], [W.T, np.diag(theta) / m]])
    worst_cov = max(worst_cov, np.abs(cov - predicted).max())
    J_formula = flux_formula(n, m, K, g, 1.0, TL - TR)
    bonds = np.array([-K * cov[i, n - 1 + i + 1] for i in range(n - 1)])
    worst_flux = max(worst_flux, abs(J / J_formula - 1),
                     np.abs(bonds / J_formula - 1).max())
    worst_row = max(worst_row, np.abs(M.sum(axis=1) - 1).max())
    smallest_M = min(smallest_M, M.min())
assert worst_cov < 1e-8
assert worst_flux < 1e-7
assert worst_row < 1e-9
assert smallest_M > 1e-10

# Damping that maximizes the current at fixed length
n_opt = 9
g_opt = np.sqrt(1.0 / (n_opt - 1))
J_scan = [solve_chain(n_opt, 1.0, 1.0, s * g_opt, 2.0, 1.0)[3]
          for s in (0.9, 1.0, 1.1)]
assert J_scan[1] > J_scan[0] and J_scan[1] > J_scan[2]

# Short-chain limit: current tends to g (TL - TR) / 2
g_weak = 0.01
J_weak = solve_chain(6, 1.0, 1.0, g_weak, 2.0, 1.0)[3]
ballistic_ratio = J_weak / (g_weak / 2)
assert abs(ballistic_ratio - 1) < 2e-3   # finite length costs 5 g^2

# Fixed walls, m = K = 1: exact temperature drop, then the resistance
# added by doubling the length, in units of the bulk value per site
log_growth = 4 / np.pi * np.log(2)
wall_sizes = (12, 24, 48)
wall_error = 0.0
wall_rows = []
for g in (1.0, 2.0):
    resistance = []
    for size in wall_sizes:
        T, cov, M, J = solve_chain(size, 1.0, 1.0, g, 2.0, 1.0, walls=True)
        theta = M @ T
        X = cov[:size, :size]
        left_pair = X[0, 1] - X[0, 0]
        right_pair = X[-2, -1] - X[-1, -1]
        drop = -2 * g * J * (size - 1) - (right_pair - left_pair)
        wall_error = max(wall_error, abs(theta[-1] - theta[0] - drop))
        resistance.append(1 / (2 * g * J))
    added = np.diff(resistance)
    raw = added / np.diff(wall_sizes)
    excess = added[1] - (wall_sizes[2] - wall_sizes[1])
    corrected = (added[1] - log_growth) / (wall_sizes[2] - wall_sizes[1])
    wall_rows.append((g, raw[0], raw[1], excess, corrected))
assert wall_error < 1e-8
for g, raw_short, raw_long, excess, corrected in wall_rows:
    assert abs(raw_long - 1) < abs(raw_short - 1)
    assert abs(excess / log_growth - 1) < 0.15  # corrections of order 1/N
    assert abs(corrected - 1) < 0.01

# Worked example in atomic units, temperatures in kelvin
hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
time_unit = sc.physical_constants["atomic unit of time"][0]
kB = sc.k / hartree
m, K, a, g = 50000.0, 0.02, 5.0, 1.0e-4
TL, TR, n = 610.0, 590.0, 41
T_mean = (TL + TR) / 2
w0 = np.sqrt(K / m)
extra = K / (m * g**2)
kappa = kB * K * a / (2 * m * g)
J_formula = flux_formula(n, m, K, g, kB, TL - TR)
step = (TR - TL) / (n - 1 + extra)
theta_first = TL + extra * step / 2
theta_last = TR - extra * step / 2


def frequency_road(n, points=1000):
    """Currents and profiles from integrals over frequency.

    First entry classical, second with quantum noise (hbar = 1).
    """
    D = difference_matrix(n)
    springs = K * D.T @ D
    one = np.eye(n)
    exchange = np.zeros((2, n, n))
    scale = 1.5 * w0
    for j in range(points):
        half = (j + 0.5) * np.pi / points / 2
        w = scale * np.tan(half)
        dw = scale / (2 * np.cos(half)**2) * np.pi / points
        G = np.linalg.inv(springs - (m * w**2 + 1j * m * g * w) * one)
        trans = 4 * (m * g * w)**2 * np.abs(G)**2
        y = w / (2 * kB * T_mean)
        term = kB * trans * dw / (2 * np.pi)
        exchange[0] += term
        exchange[1] += term * (y / np.sinh(y))**2
    results = []
    for C in exchange:
        balance = np.diag(C.sum(axis=1)) - C
        T = np.zeros(n)
        T[0], T[-1] = TL, TR
        source = -balance[1:-1][:, [0, -1]] @ np.array([TL, TR])
        T[1:-1] = np.linalg.solve(balance[1:-1, 1:-1], source)
        results.append((balance[0] @ T, T))
    return results


short = frequency_road(n)
long = frequency_road(2 * n - 1)
J_freq, T_freq = short[0]
linear = theta_first + step * np.arange(n)
assert abs(J_freq / J_formula - 1) < 1e-6
assert np.abs(T_freq[1:-1] - linear[1:-1]).max() < 1e-4
J_long = flux_formula(2 * n - 1, m, K, g, kB, TL - TR)
assert abs(long[0][0] / J_long - 1) < 1e-6

# Conductivity from the resistance added by n - 1 further sites
kappa_pair = [(n - 1) * a / ((TL - TR) * (1 / long[i][0] - 1 / short[i][0]))
              for i in (0, 1)]
assert abs(kappa_pair[0] / kappa - 1) < 1e-5
quantum_ratio = kappa_pair[1] / kappa_pair[0]
assert 0.9 < quantum_ratio < 1.0

# Mode sum with group velocities from the dispersion relation
count = 2000
k = (-1 + (2 * np.arange(count) + 1) / count) * np.pi / a
h = 1e-5 / a


def dispersion(q):
    return np.sqrt((2 * K / m) * (1 - np.cos(q * a)))


velocity = (dispersion(k + h) - dispersion(k - h)) / (2 * h)
kappa_modes = kB * np.mean(velocity**2) / (a * g)
assert abs(kappa_modes / kappa - 1) < 1e-4

power = hartree / time_unit
print("TESTS, scaled units (kB = 1)")
print(f"largest covariance error, 12 sites: {worst_cov:.1e}")
print(f"largest relative current error: {worst_flux:.1e}")
print(f"smallest entry of response matrix M: {smallest_M:.2e}")
print(f"largest error of row sums of M: {worst_row:.1e}")
print(f"optimum damping, 9 sites, m=K=1: {g_opt:.4f}")
print("currents at 0.9, 1.0, 1.1 of it: "
      + ", ".join(f"{x:.6f}" for x in J_scan))
print(f"6 sites, g=0.01: J/(g dT/2) = {ballistic_ratio:.5f}")
print(f"fixed walls, error of exact temperature drop: {wall_error:.1e}")
print(f"predicted wall excess per doubling: {log_growth:.4f} sites")
for g_wall, raw_short, raw_long, excess, corrected in wall_rows:
    print(f"walls, g={g_wall:.0f}: resistivity/bulk 12-24 sites "
          f"{raw_short:.4f}, 24-48 sites {raw_long:.4f}")
    print(f"  excess 24-48: {excess:.4f} sites; "
          f"ratio without logarithm {corrected:.5f}")
print("WORKED EXAMPLE, atomic units unless stated")
print(f"mass m = {m:.0f} electron masses")
print(f"spring K = {K:.3f} hartree/bohr^2")
print(f"spacing a = {a:.1f} bohr")
print(f"damping g = {g:.1e} per atomic time unit")
print(f"end reservoirs = {TL:.0f} K and {TR:.0f} K")
print(f"sites N = {n}")
print(f"kB = {kB:.5e} hartree/K")
print(f"sqrt(K/m) = {w0:.4e} per atomic time unit")
print(f"top frequency 2 sqrt(K/m) = {2*w0:.4e} per atomic time unit")
print(f"contact length K/(m g^2) = {extra:.2f} sites")
print(f"kappa = {kappa:.4e} hartree bohr/(atomic time K)")
print(f"kappa = {kappa*power*bohr:.4e} W m/K")
print(f"kappa from mode sum / formula = {kappa_modes/kappa:.6f}")
print(f"temperature step = {step:.4f} K per site")
print(f"kinetic temperature, first site = {theta_first:.3f} K")
print(f"kinetic temperature, last site = {theta_last:.3f} K")
print(f"J formula = {J_formula:.6e} hartree/atomic time")
print(f"J frequency integral = {J_freq:.6e} hartree/atomic time")
print(f"J = {J_formula*power:.4e} W")
print(f"bulk resistance = {(n-1)*a/kappa:.4e} K atomic time/hartree")
print(f"both contacts = {2/(kB*g):.4e} K atomic time/hartree")
for sites in (41, 401, 4001):
    J_sites = flux_formula(sites, m, K, g, kB, TL - TR)
    apparent = J_sites * (sites - 1) * a / (TL - TR)
    print(f"N = {sites}: apparent conductivity / kappa = "
          f"{apparent/kappa:.4f}")
print("NEGLECTED EFFECTS near the mean temperature")
print(f"mean temperature = {T_mean:.0f} K")
print(f"hbar top frequency / (kB T) = {2*w0/(kB*T_mean):.4f}")
print(f"quantum / classical conductivity = {quantum_ratio:.5f}")
stretch = np.sqrt(kB * T_mean / K)
print(f"rms thermal bond stretch = {stretch:.4f} bohr")
print(f"rms stretch / spacing = {stretch/a:.4f}")
print("verified")
```

Running it gives:

```
TESTS, scaled units (kB = 1)
largest covariance error, 12 sites: 4.3e-13
largest relative current error: 3.9e-12
smallest entry of response matrix M: 1.41e-05
largest error of row sums of M: 2.6e-15
optimum damping, 9 sites, m=K=1: 0.3536
currents at 0.9, 1.0, 1.1 of it: 0.087900, 0.088388, 0.087988
6 sites, g=0.01: J/(g dT/2) = 0.99950
fixed walls, error of exact temperature drop: 1.2e-11
predicted wall excess per doubling: 0.8825 sites
walls, g=1: resistivity/bulk 12-24 sites 1.0747, 24-48 sites 1.0369
  excess 24-48: 0.8862 sites; ratio without logarithm 1.00015
walls, g=2: resistivity/bulk 12-24 sites 1.0737, 24-48 sites 1.0368
  excess 24-48: 0.8832 sites; ratio without logarithm 1.00003
WORKED EXAMPLE, atomic units unless stated
mass m = 50000 electron masses
spring K = 0.020 hartree/bohr^2
spacing a = 5.0 bohr
damping g = 1.0e-04 per atomic time unit
end reservoirs = 610 K and 590 K
sites N = 41
kB = 3.16681e-06 hartree/K
sqrt(K/m) = 6.3246e-04 per atomic time unit
top frequency 2 sqrt(K/m) = 1.2649e-03 per atomic time unit
contact length K/(m g^2) = 40.00 sites
kappa = 3.1668e-08 hartree bohr/(atomic time K)
kappa = 3.0204e-19 W m/K
kappa from mode sum / formula = 1.000000
temperature step = -0.2500 K per site
kinetic temperature, first site = 605.000 K
kinetic temperature, last site = 595.000 K
J formula = 1.583406e-09 hartree/atomic time
J frequency integral = 1.583406e-09 hartree/atomic time
J = 2.8539e-10 W
bulk resistance = 6.3155e+09 K atomic time/hartree
both contacts = 6.3155e+09 K atomic time/hartree
N = 41: apparent conductivity / kappa = 0.5000
N = 401: apparent conductivity / kappa = 0.9091
N = 4001: apparent conductivity / kappa = 0.9901
NEGLECTED EFFECTS near the mean temperature
mean temperature = 600 K
hbar top frequency / (kB T) = 0.6657
quantum / classical conductivity = 0.99087
rms thermal bond stretch = 0.3082 bohr
rms stretch / spacing = 0.0616
verified
```
